# The correlation potential of two electrons in a harmonic well

Two electrons move in the external potential \(v_{\rm ext}(r)=\tfrac12\omega^2r^2\) with \(\omega=\tfrac12\) and repel each other by \(1/r_{12}\). Hartree atomic units are used: lengths are in bohr, energies and potentials in hartree. The Kohn–Sham (KS) potential is written \(v_s=v_{\rm ext}+v_H+v_x+v_c\), and its free constant is fixed by \(v_s-v_{\rm ext}\to0\) as \(r\to\infty\). The numerical values come from the numerical check.

## Part (a)

**Question.** Show that
\[
\psi=N\left(1+\tfrac12r_{12}\right)e^{-(r_1^2+r_2^2)/4}
\]
is the ground state, and find its energy \(E\).

**Answer.** Let \(\mathbf u=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\). Then \(r_1^2+r_2^2=2R^2+u^2/2\), and the Hamiltonian separates:
\[
H=\left[-\tfrac14\nabla_R^2+\tfrac14R^2\right]+\left[-\nabla_u^2+\tfrac1{16}u^2+\tfrac1u\right].
\]
The exponent of \(\psi\) is \(-R^2/2-u^2/8\), so \(\psi\) is a product. For the first factor, \(\nabla_R^2e^{-R^2/2}=(R^2-3)e^{-R^2/2}\), which gives the energy \(3/4\).

For the second, write the s-wave as \(\chi(u)/u\), with \(\chi=p\,e^{-u^2/8}\) and \(p=u+u^2/2\). Since \(p'=1+u\) and \(p''=1\),
\[
\chi''=\left[1-\tfrac u2(1+u)+\left(\tfrac{u^2}{16}-\tfrac14\right)p\right]e^{-u^2/8}.
\]
With \(p/u=1+u/2\), the terms in \(u^2p/16\) cancel and
\[
-\chi''+\left(\tfrac{u^2}{16}+\tfrac1u\right)\chi
=\left[-1+\tfrac u2+\tfrac{u^2}2+\tfrac p4+1+\tfrac u2\right]e^{-u^2/8}
=\tfrac54\chi ,
\]
because \(u+u^2/2=p\). Hence \(E=\tfrac34+\tfrac54=2\). The function \(\psi\) is positive everywhere, so it is the ground state; it is symmetric in space, so the spin state is a singlet.

## Part (b)

**Question.** Find the density \(n(r)\), normalized to two electrons.

**Answer.** Fix \(\mathbf r_1=\mathbf r\). The weight \(e^{-r_2^2/2}\) is a Gaussian of unit variance per component, with integral \((2\pi)^{3/2}\). Denoting its average by \(\langle\cdot\rangle\) and \(u=|\mathbf r-\mathbf r_2|\),
\[
n=2\int|\psi|^2d^3r_2=C e^{-r^2/2}Q,\qquad
Q=1+\langle u\rangle+\tfrac14\langle u^2\rangle ,
\]
where \(C\) contains the constants and \(\langle u^2\rangle=r^2+3\). Integration over angles gives the distribution of \(u\):
\[
P(u)=\frac{u}{r\sqrt{2\pi}}\left[e^{-(u-r)^2/2}-e^{-(u+r)^2/2}\right].
\]
In \(M=\langle u\rangle=\int_0^\infty uP\,du\), replace \(u\) by \(-u\) in the second term, then set \(u=r+x\):
\[
M=\frac1{r\sqrt{2\pi}}\int_{-\infty}^{\infty}{\rm sgn}(r+x)\,(r^2+2rx+x^2)e^{-x^2/2}dx .
\]
The even terms survive on \(-r<x<r\); the odd term gives \(4r\int_r^\infty xe^{-x^2/2}dx=4re^{-r^2/2}\). The even terms give \(\sqrt{2\pi}(r^2+1)\,{\rm erf}(r/\sqrt2)-2re^{-r^2/2}\). Therefore
\[
M=\sqrt{\tfrac2\pi}\,e^{-r^2/2}+\left(r+\tfrac1r\right){\rm erf}\frac r{\sqrt2},\qquad
Q=\tfrac74+\tfrac{r^2}4+M .
\]
For normalization, average \(Q\) over a Gaussian \(\mathbf r\). The difference of two such vectors has variance 2 per component, so its mean length is \(\sqrt2\,M(0)=4/\sqrt\pi\). Thus
\[
C=\frac{2}{(2\pi)^{3/2}\left(\tfrac52+4/\sqrt\pi\right)}=0.026696 .
\]

## Part (c)

**Question.** Invert the KS equation for \(v_s\), and determine the orbital energy \(\varepsilon\).

**Answer.** Both electrons occupy one orbital, \(\phi=\sqrt{n/2}\). This makes the inversion explicit; with more occupied orbitals the density alone would not give them directly. From \(-\tfrac12\nabla^2\phi+v_s\phi=\varepsilon\phi\) and \(L=\ln n\),
\[
v_s=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}
=\varepsilon+\frac{L''}4+\frac{L'^2}8+\frac{L'}{2r}.
\]
Let \(q=Q'/Q\). Then \(L'=-r+q\) and \(L''=-1+Q''/Q-q^2\). The term \(r^2/8\) from \(L'^2/8\) is \(v_{\rm ext}\), and
\[
v_s-v_{\rm ext}=\varepsilon-\tfrac34+\frac{Q''}{4Q}-\frac{q^2}8-\frac{rq}4+\frac q{2r}.
\]
At large \(r\), \(Q\sim r^2/4\), so \(rq\to2\) and the other \(Q\) terms vanish. The limit is \(\varepsilon-\tfrac34-\tfrac12\), which must be zero:
\[
\varepsilon=\tfrac54\ \text{hartree}=34.01\ \text{eV}.
\]
This equals \(E-\tfrac34\), the two-electron energy minus the ground energy of one electron in the well, that is, \(-I\) with \(I=\tfrac34-E=-\tfrac54\) the difference of the one- and two-electron ground energies. This \(I\) is negative because the well confines and both energies are positive. Part (e) shows why.

## Part (d)

**Question.** Isolate \(v_{xc}\) and \(v_c\), and evaluate \(v_c(0)\).

**Answer.** With one doubly occupied orbital, exchange cancels the self-repulsion of each spin:
\[
E_x=-\iint\frac{\phi^2(\mathbf r)\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=-\tfrac14\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]
Its functional derivative is \(v_x=-v_H/2\). Hence
\[
v_{xc}=v_s-v_{\rm ext}-v_H,\qquad v_c=v_s-v_{\rm ext}-\tfrac12v_H,
\]
\[
v_H(r)=4\pi\left[\frac1r\int_0^rs^2n(s)\,ds+\int_r^\infty s\,n(s)\,ds\right].
\]
At the centre, expanding \(M\) gives \(M=\sqrt{2/\pi}\,(2+r^2/3+\dots)\). Thus \(Q(0)=3.34577\) and \(Q''(0)=\tfrac12+\tfrac23\sqrt{2/\pi}=1.03192\). As \(r\to0\), \(q/(2r)\to Q''/(2Q)\), while \(q^2\) and \(rq\) vanish, so
\[
(v_s-v_{\rm ext})(0)=\tfrac12+\frac{3Q''(0)}{4Q(0)}=0.73132 .
\]
For \(v_H(0)=4\pi C\int_0^\infty re^{-r^2/2}Q\,dr\), the polynomial part of \(Q\) contributes \(\tfrac74+\tfrac12=\tfrac94\). The Gaussian part of \(M\) contributes \(\tfrac12\sqrt{2/\pi}\). The error-function part needs
\[
J=\int_0^\infty{\rm erf}\frac r{\sqrt2}\,e^{-r^2/2}dr=\tfrac12\sqrt{\tfrac\pi2},\qquad
\int_0^\infty r^2\,{\rm erf}\frac r{\sqrt2}\,e^{-r^2/2}dr=J+\tfrac12\sqrt{\tfrac2\pi}.
\]
The first follows from \(e^{-r^2/2}=\sqrt{\pi/2}\;d\,{\rm erf}(r/\sqrt2)/dr\), the second by parts. Adding,
\[
v_H(0)=4\pi C\left[\tfrac94+\sqrt{\tfrac2\pi}+\sqrt{\tfrac\pi2}\right]=1.44294,
\]
\[
v_c(0)=0.73132-0.72147=+0.00985\ \text{hartree}=0.268\ \text{eV}.
\]
Also \(v_{xc}(0)=0.73132-1.44294=-0.71162\). The correlation potential is a small remainder of two large terms, and it is positive here.

## Part (e)

**Question.** Find the two leading terms of \(v_c\) at large \(r\), and explain the first.

**Answer.** Up to Gaussian-small terms, \(4Q=r^2+4r+7+4/r\). With \(x=1/r\),
\[
rq=\frac{2+4x-4x^3}{1+4x+7x^2+4x^3}=2-4x+2x^2+8x^3+O(x^4).
\]
The four terms in \(v_s-v_{\rm ext}\) become
\[
\begin{aligned}
-rq/4&=-\tfrac12+x-\tfrac12x^2-2x^3, & q/(2r)&=x^2-2x^3,\\
-q^2/8&=-\tfrac12x^2+2x^3, & Q''/(4Q)&=\tfrac12x^2-2x^3 .
\end{aligned}
\]
Their sum is \(-\tfrac12+x+\tfrac12x^2-4x^3\). The constant cancels \(\varepsilon-\tfrac34\), and \(v_H/2\to1/r\) cancels \(x\). Thus
\[
v_c=\frac1{2r^2}-\frac4{r^3}+O(r^{-4}).
\]
To interpret this, write \(\psi=a(\mathbf r_1)\Phi(\mathbf r_2|\mathbf r_1)\), with \(a=\sqrt{n/2}\) and \(\int\Phi^2d^3r_2=1\) for every \(\mathbf r_1\). Differentiating the normalization gives \(\int\Phi\nabla_1\Phi=0\) and \(\int\Phi\nabla_1^2\Phi=-\int|\nabla_1\Phi|^2\). Multiply \(H\psi=E\psi\) by \(\Phi\) and integrate over \(\mathbf r_2\):
\[
\left[-\tfrac12\nabla^2+v_{\rm ext}+\langle1/r_{12}\rangle_\Phi+\tfrac12\!\int|\nabla_1\Phi|^2+\langle h_2\rangle_\Phi\right]a=Ea,
\]
where \(h_2\) is the one-electron Hamiltonian of electron 2. Subtracting its ground energy \(\tfrac34\) from both sides gives the KS equation with \(\varepsilon=E-\tfrac34\) and
\[
v_s-v_{\rm ext}=\langle1/r_{12}\rangle_\Phi+\tfrac12\!\int|\nabla_1\Phi|^2+\left(\langle h_2\rangle_\Phi-\tfrac34\right).
\]
When electron 1 is far away along \(z\), \(1+r_{12}/2\simeq\tfrac12(r+2-z_2)\). Electron 2 therefore has a p-state admixture of relative amplitude \(-z_2/r\). Since \(\langle z_2^2\rangle=1\), its probability is \(1/r^2\) to leading order, and it costs \(\omega=\tfrac12\). The positive tail \(1/(2r^2)\) is this excitation energy. At \(r=20\) the excitation term is \(1.03\times10^{-3}\), the kinetic term \(7\times10^{-6}\), and \(v_c=8.1\times10^{-4}\) hartree; by the identity above, \(v_c\) minus these two terms, \(-2.3\times10^{-4}\), is the lowering of \(\langle1/r_{12}\rangle_\Phi\) below \(v_H/2=1/r\). The spherical part of \(\Phi^2\) gives \(1/r\), and the dipole term \(z_2/r^2\) of \(1/r_{12}\) with \(\langle z_2\rangle_\Phi\simeq-2/r\) gives \(-2/r^3\), so this term has no \(1/r^2\) part. Together with the excitation term \(1/[2(r+2)^2]\simeq1/(2r^2)-2/r^3\), it reproduces the \(-4/r^3\) found above. The kinetic term does not enter at this order: each component of \(\nabla_1\Phi\) has relative amplitude \(1/r^2\), so the term falls as \(3/(2r^4)\).

## Part (f)

**Question.** Evaluate the LDA and PBE correlation potentials on the same density. Do they have the right shape?

**Answer.** For LDA take the Perdew–Wang form, with \(r_s=(3/4\pi n)^{1/3}\) and \(A_0=0.0310907\):
\[
\epsilon=-2A_0(1+0.21370\,r_s)\ln\left[1+\frac1{2A_0S}\right],
\]
\[
S=7.5957\,r_s^{1/2}+3.5876\,r_s+1.6382\,r_s^{3/2}+0.49294\,r_s^2 .
\]
PBE adds, for zero spin polarization and \(\sigma=|\nabla n|^2\),
\[
H_c=\gamma\ln\left[1+\frac\beta\gamma\,t^2\frac{1+y}{1+y+y^2}\right],\quad
y=At^2,\quad A=\frac{\beta/\gamma}{e^{-\epsilon/\gamma}-1},
\]
with \(t^2=\pi\sigma/(16k_Fn^2)\), \(k_F=(3\pi^2n)^{1/3}\), \(\gamma=(1-\ln2)/\pi^2\) and \(\beta=0.0667246\). The energy densities are \(f=n\epsilon\) and \(f=n(\epsilon+H_c)\).

Varying \(\int f\,d^3r\) and integrating by parts gives \(v=f_n-2\nabla\cdot(f_\sigma\nabla n)\), where subscripts denote partial derivatives. For a radial density \(\nabla n\cdot\nabla\sigma=2\sigma n''\), so
\[
v=f_n-2f_\sigma\nabla^2n-2\sigma f_{n\sigma}-4\sigma n''f_{\sigma\sigma}.
\]
For LDA only \(f_n\) remains. The results, in hartree, are:

| \(r\) (bohr) | exact \(v_c\) | LDA | PBE |
|---:|---:|---:|---:|
| 0 | 0.0098 | −0.0597 | −0.0204 |
| 1 | −0.0230 | −0.0569 | −0.0241 |
| 1.5 | −0.0352 | −0.0534 | −0.0361 |
| 2 | −0.0334 | −0.0483 | −0.0517 |
| 3 | −0.0155 | −0.0342 | −0.0071 |
| 4 | −0.0045 | −0.0184 | −0.0000 |
| 6 | 0.0013 | −0.0015 | −0.0000 |

The exact potential changes sign at 0.461 and 5.108 bohr. Between these radii lies a well, with minimum \(-0.0359\) hartree (\(-0.977\) eV) at 1.66 bohr.

LDA has no well: its potential is negative and rises steadily outward, as tested up to 8 bohr. It rises even where the exact potential falls.

PBE does have a well, but its minimum is \(-0.0523\) hartree at 2.08 bohr, deeper and farther out than the exact one. It is negative at the centre and has no positive \(1/r^2\) tail. The formula shows why the tail is missing. Using \(1+\beta/(\gamma A)=e^{-\epsilon/\gamma}\),
\[
\epsilon+H_c=\gamma\ln\left[1-\frac{1-e^{\epsilon/\gamma}}{1+y+y^2}\right].
\]
Far out, \(|n'|/n\sim r\), so \(t^2\sim r^2n^{-1/3}\) grows as \(e^{r^2/6}\) times a power of \(r\), and \(A\) grows as well. The energy per electron is then Gaussian-small, and the derivatives in \(v\) bring in only powers of \(r\).

A constant shift does not repair the shapes. Subtract from each potential its density-weighted mean, which is the best shift in the weighted least-squares sense. The remaining rms error is 0.0114 hartree for LDA and 0.0089 for PBE, while the exact \(v_c\) itself varies by 0.0095 rms about its mean. On this measure LDA is worse than a constant potential and PBE only slightly better. PBE nevertheless follows part of the variation: its weighted correlation coefficient with the exact potential is 0.75, against 0.15 for LDA. Both shapes are therefore wrong for this density, in different ways.

## Calculated quantities

```
oscillator frequency omega = 0.50 hartree/hbar
total energy = 2.0000 hartree
relative-motion energy, diagonalized = 1.25000 hartree
orbital energy = 1.2500 hartree = 34.0142 eV
orbital energy, diagonalized = 1.25000 hartree
density prefactor C = 0.0266962 bohr^-3
Q(0) = 3.345769, Q''(0) = 1.031923 bohr^-2
vH(0) = 1.442941 hartree
exact vc(0) = 0.009849 hartree = 0.2680 eV
r in bohr, n in bohr^-3, potentials in hartree
   r        n         vH       vxc    vc exact   vc LDA    vc PBE
 0.0  8.932e-02   1.44294  -0.71162   0.00985  -0.05968  -0.02037
 0.5  8.184e-02   1.39737  -0.70021  -0.00153  -0.05901  -0.02052
 1.0  6.233e-02   1.27410  -0.66008  -0.02303  -0.05694  -0.02405
 1.5  3.856e-02   1.10716  -0.58875  -0.03517  -0.05336  -0.03607
 2.0  1.895e-02   0.93490  -0.50088  -0.03342  -0.04826  -0.05172
 2.5  7.286e-03   0.78385  -0.41654  -0.02461  -0.04178  -0.03525
 3.0  2.175e-03   0.66333  -0.34718  -0.01551  -0.03424  -0.00712
 4.0  8.956e-05   0.49992  -0.25446  -0.00450  -0.01835  -0.00003
 5.0  1.313e-06   0.40000  -0.20025  -0.00025  -0.00655  -0.00000
 6.0  6.878e-09   0.33333  -0.16535   0.00132  -0.00146  -0.00000
 8.0  8.748e-15   0.25000  -0.12300   0.00200  -0.00002  -0.00000
zeros of exact vc: 0.4613 and 5.1082 bohr
minimum of exact vc: r = 1.6638 bohr
depth there: -0.035902 hartree = -0.9769 eV
zeros of PBE vc for r <= 5 bohr: none
lowest PBE vc for r <= 5 bohr: -0.052315 hartree at r = 2.080 bohr
highest PBE vc for r <= 5 bohr: -0.000000 hartree at r = 5.000 bohr
r^2 vc at r = 40 bohr: 0.40600 hartree bohr^2
excitation term at r = 20 bohr: 1.0263e-03 hartree
conditional kinetic term there: 7.2041e-06 hartree
exact vc there: 8.0770e-04 hartree
Ts = 0.635246 hartree, external energy = 0.888139 hartree
Hartree energy = 1.030250 hartree
exact Ec = -0.038510 hartree, Tc = 0.029172 hartree
LDA Ec = -0.086188 hartree, PBE Ec = -0.051367 hartree
integral of n r dvc/dr = 0.009338 hartree
density-weighted spread of exact vc = 0.009538 hartree
LDA: correlation with exact vc = 0.1491, rms error after best shift = 0.011359 hartree
PBE: correlation with exact vc = 0.7483, rms error after best shift = 0.008928 hartree
```
